# Photoionisation of a deep level in Lucovsky's zero-range model

## The situation

A deep impurity holds a carrier in the gap of a semiconductor. Infrared light with photons too weak to cross the gap can still lift this carrier into a band, and the crystal absorbs. Without help from phonons, this photoionisation starts when the photon energy \(h\nu\) reaches the binding energy \(E_i\). How does it continue from there, and where is it strongest?

Lucovsky's model answers with the simplest short-range centre. One carrier of effective mass \(m\) is bound by a zero-range potential in an isotropic parabolic band. For linearly polarised light with \(h\nu>E_i\), the cross-section per bound carrier is

\[
\sigma(h\nu)=\frac{F^2}{n}\,\frac{16\pi\alpha\hbar^2}{3m}\,
\frac{E_i^{1/2}(h\nu-E_i)^{3/2}}{(h\nu)^3}. \tag{1}
\]

Here \(\alpha\) is the fine-structure constant, \(n\) the refractive index, and \(F\) the ratio of the field at the centre to the mean field. If \(n\) and \(F\) are constant, \(\sigma\) peaks at \(h\nu=2E_i\).

The light is weak, its wavelength is long compared with the bound state, and the transition conserves spin. Phonons and any Coulomb tail are left out. Energies are those of the carrier, measured from its band edge into the band, so electrons and holes are treated alike.

## The bound state

Outside the potential an s state is \(\psi=u(r)/r\), with \(-(\hbar^2/2m)u''=-E_iu\). The decaying solution is \(u=Ae^{-\kappa r}\), where \(E_i=\hbar^2\kappa^2/2m\). Normalisation requires

\[
4\pi A^2\int_0^\infty e^{-2\kappa r}dr=\frac{2\pi A^2}{\kappa}=1,
\qquad
\psi=\sqrt{\frac{\kappa}{2\pi}}\;\frac{e^{-\kappa r}}{r}.
\]

"Delta potential" needs care in three dimensions. Take a spherical well of radius \(b\) and depth \(V_0\). Inside, \(u\propto\sin qr\) with \(q^2+\kappa^2=2mV_0/\hbar^2\). Matching \(u'/u\) at \(b\) gives \(qb\cot qb=-\kappa b\). As \(b\to0\) at fixed \(E_i\), the ground state has \(qb\to\pi/2\), so \(V_0\to\pi^2\hbar^2/(8mb^2)\). The depth must be retuned as the well shrinks, and \(V_0b^3\) tends to zero. The model is this limit, with \(E_i\) as its one parameter.

## Why plane waves suffice

The operator \(z=r\cos\theta\) turns an s state into a p state, so only the p part of the final state matters. Does the well disturb it?

Inside the well the p wave is \(u\propto \sin s/s-\cos s\), with \(s=Kr\) and \(Kb\to\pi/2\). At \(s=\pi/2\) its value is \(2/\pi\) and its derivative with respect to \(s\) is \(1-4/\pi^2\). Hence

\[
\frac{b\,u'(b)}{u(b)}=\frac{\pi}{2}\cdot\frac{1-4/\pi^2}{2/\pi}=\frac{\pi^2}{4}-1 .
\]

Just outside, where \(kr\ll1\), the p wave is \(u\propto r^2+D/r\). Its logarithmic derivative times \(b\) is \((2-d)/(1+d)\), with \(d=D/b^3\). Equating the two gives \(d=12/\pi^2-1\approx0.22\). The irregular part is therefore \(D\approx0.22\,b^3\), which vanishes with \(b\). The p wave becomes that of free motion.

A true scattering state differs from a plane wave in its s part, which the dipole operator does not connect to \(\psi\). Plane waves thus give the same matrix element as the true states of the model. The origin of \(z\) must be at the centre: a plane wave is not orthogonal to \(\psi\), and a shifted origin would add a spurious term.

## The dipole matrix element

Let \(\phi(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\psi\,d^3r\). The angular integral of the exponential is \(4\pi\sin(kr)/(kr)\), so

\[
\phi=\sqrt{\frac{\kappa}{2\pi}}\,\frac{4\pi}{k}\int_0^\infty e^{-\kappa r}\sin kr\,dr
=\sqrt{\frac{\kappa}{2\pi}}\,\frac{4\pi}{\kappa^2+k^2}.
\]

A factor \(z\) under the integral is produced by \(i\,\partial/\partial k_z\). With \(k_z=k\cos\theta\),

\[
M=\int e^{-i\mathbf k\cdot\mathbf r}z\psi\,d^3r=i\frac{\partial\phi}{\partial k_z}
=-i\sqrt{\frac{\kappa}{2\pi}}\,\frac{8\pi k\cos\theta}{(\kappa^2+k^2)^2}. \tag{2}
\]

The momentum operator gives a check. Its matrix element is \(\hbar k_z\phi\). Energy conservation reads \(h\nu=\hbar\omega=\hbar^2(\kappa^2+k^2)/2m\), so

\[
m\omega|M|=\frac{\hbar(\kappa^2+k^2)}{2}\cdot\frac{2|k_z|\phi}{\kappa^2+k^2}=\hbar|k_z|\phi .
\]

The length and velocity forms of the coupling agree, as they must when one Hamiltonian with a local potential governs both states.

## From transition rate to cross-section

Let the mean field in the crystal be \(E_0\cos\omega t\) along \(z\). The coupling has magnitude \(eFE_0z\cos\omega t\), and half of its amplitude belongs to absorption. The golden rule gives the rate

\[
W=\frac{2\pi}{\hbar}\,\frac{e^2F^2E_0^2}{4}\,S,\qquad
S=\int\frac{d^3k}{(2\pi)^3}\,|M|^2\,\delta\!\left(\frac{\hbar^2(k^2+\kappa^2)}{2m}-h\nu\right).
\]

The volume in the density of states has cancelled that in the normalised plane waves. There is no spin factor, because the spin does not change.

The intensity is \(I=\tfrac12n\varepsilon_0cE_0^2\) and the photon flux is \(I/h\nu\). Dividing rate by flux and using \(e^2=4\pi\varepsilon_0\hbar c\,\alpha\),

\[
\sigma=\frac{W\,h\nu}{I}=\frac{\pi e^2F^2}{n\varepsilon_0\hbar c}\,h\nu\,S
=\frac{4\pi^2\alpha F^2}{n}\,h\nu\,S. \tag{3}
\]

For \(S\), equation (2) gives \(|M|^2=32\pi\kappa k^2\cos^2\theta/(\kappa^2+k^2)^4\). The angular integral of \(\cos^2\theta\) is \(4\pi/3\), and the delta function contributes \(m/(\hbar^2k)\):

\[
S=\frac{1}{8\pi^3}\cdot\frac{4\pi}{3}\cdot\frac{32\pi\kappa\,k^4}{(\kappa^2+k^2)^4}\cdot\frac{m}{\hbar^2k}
=\frac{16m}{3\pi\hbar^2}\,\frac{\kappa k^3}{(\kappa^2+k^2)^4}.
\]

Multiplication by \(h\nu=\hbar^2(\kappa^2+k^2)/2m\) removes one power from the denominator, and (3) becomes

\[
\sigma=\frac{32\pi\alpha F^2}{3n}\,\frac{\kappa k^3}{(\kappa^2+k^2)^3}. \tag{4}
\]

Now put \(\kappa^2=2mE_i/\hbar^2\), \(k^2=2m(h\nu-E_i)/\hbar^2\) and \(\kappa^2+k^2=2m\,h\nu/\hbar^2\). The numerator carries \((2m/\hbar^2)^2\) and the denominator \((2m/\hbar^2)^3\). The remaining factor \(\hbar^2/2m\) turns (4) into (1).

A separate calculation tested the absolute value. The carrier was placed in a sphere of radius \(2000/\kappa\), and the squared moduli of the first-order amplitudes in an oscillating field were summed over the discrete p states. The growth of the ionised population between times \(300\hbar/E_i\) and \(900\hbar/E_i\), divided by the photon flux, was compared with (1). The ratios were 0.999, 1.000 and 1.000 at \(h\nu=1.5\), 2 and 3 \(E_i\).

## The peak

Let \(y=E_i/h\nu\), which runs from 1 at threshold to 0 at high energy. Since \((h\nu-E_i)/E_i=(1-y)/y\), equation (1) becomes

\[
\sigma=\frac{F^2}{n}\,\frac{16\pi\alpha\hbar^2}{3mE_i}\,\bigl[y(1-y)\bigr]^{3/2}. \tag{5}
\]

The product \(y(1-y)=\tfrac14-(y-\tfrac12)^2\) has one maximum, at \(y=\tfrac12\). Therefore

\[
h\nu_{\max}=2E_i,\qquad
\sigma_{\max}=\frac{F^2}{n}\,\frac{2\pi\alpha\hbar^2}{3mE_i}
=\frac{F^2}{n}\,\frac{4\pi\alpha}{3\kappa^2}. \tag{6}
\]

Maximising the cross-section with matrix elements integrated numerically from their definition also gives \(2.00000\,E_i\).

At the peak \(k=\kappa\): the freed carrier has kinetic energy equal to its former binding energy. Below the peak, \(\sigma\) is held down by the factor \(k^3\), made up of \(k^2\) from the squared dipole element and \(k\) from the density of states. Above it, two falling factors in \(\sigma\propto k^3|\phi|^2/h\nu\) win: the bound state contains little of the short wavelengths that the final state needs, \(|\phi|^2\propto(h\nu)^{-2}\), and there is the further factor \(1/h\nu\). Without the latter the peak would lie at \(4E_i\).

Two limits follow from (5). Near threshold \(\sigma\propto(h\nu-E_i)^{3/2}\), and far above it \(\sigma\propto(h\nu)^{-3/2}\). Equation (5) is also unchanged by \(y\to1-y\), so photon energies with \(1/h\nu_1+1/h\nu_2=1/E_i\) have equal cross-sections.

The position of the peak depends on what is plotted. At fixed light intensity the emission rate is \(\sigma I/h\nu\), proportional to \((h\nu-E_i)^{3/2}/(h\nu)^4\). Setting its logarithmic derivative to zero gives \(\tfrac32h\nu=4(h\nu-E_i)\), so this rate peaks at \(1.6E_i\). Within the model, a plot of \(\sigma^{2/3}(h\nu)^2\) against \(h\nu\) is a straight line that meets the axis at \(E_i\).

## Two sum rules

With \(d(h\nu)=E_i\,dy/y^2\) in magnitude and \(y=\sin^2\beta\), the area under the spectrum involves

\[
\int_0^1y^{-1/2}(1-y)^{3/2}dy=2\int_0^{\pi/2}\cos^4\beta\,d\beta=\frac{3\pi}{8},
\qquad
\int\sigma\,d(h\nu)=\frac{F^2}{n}\,\frac{2\pi^2\alpha\hbar^2}{m}.
\]

This is the full oscillator strength of one carrier. The commutator identity \(\sum_f(E_f-E_{\rm b})|\langle f|z|\psi\rangle|^2=\hbar^2/2m\), with \(E_{\rm b}=-E_i\), gives the same value when inserted in (3). The area does not depend on \(E_i\): a deeper level spreads the same strength over a wider range, at a lower height.

Dividing by \(h\nu\) before integrating gives

\[
\int\frac{\sigma}{h\nu}\,d(h\nu)
=\frac{F^2}{n}\,\frac{16\pi\alpha\hbar^2}{3mE_i}\cdot2\int_0^{\pi/2}\sin^2\beta\cos^4\beta\,d\beta
=\frac{F^2}{n}\,\frac{\pi^2\alpha\hbar^2}{3mE_i},
\]

because the last integral is \(\pi/32\). By (3) and completeness this must equal \(4\pi^2\alpha F^2\langle z^2\rangle/n\). Indeed \(\langle z^2\rangle=\tfrac13\cdot2\kappa\int_0^\infty r^2e^{-2\kappa r}dr=1/(6\kappa^2)=\hbar^2/(12mE_i)\), which gives the same value.

## Numbers for a zinc-like acceptor in silicon

Zinc in silicon is a double acceptor, and its first level lies roughly 0.3 eV above the valence band. Take \(E_i=0.30\) eV, \(m=0.40\,m_0\), \(n=3.4\) and \(F=1\), all rough values, with \(10^{16}\) bound holes per cm³. The decay length is \(1/\kappa=0.5635\) nm. Equation (6) gives

\[
\sigma_{\max}=\frac{4\pi\alpha}{3\times3.4}\,(0.5635\times10^{-7}\,\text{cm})^2
=2.85\times10^{-17}\ \text{cm}^2
\]

at 0.60 eV, a wavelength of 2066 nm. The absorption coefficient there is \(10^{16}\times2.85\times10^{-17}=0.285\) cm⁻¹, so one pass through 1 mm absorbs about 3 % of the light.

At 0.35 eV the cross-section is \(0.98\times10^{-17}\) cm². At 0.45 and 0.90 eV it is the same, \(2.39\times10^{-17}\) cm², as the symmetry of (5) requires, since \(1/0.45+1/0.90=1/0.30\). The half-maximum points are 0.373 and 1.532 eV. The upper one lies beyond silicon's gap of about 1.1 eV, where band-to-band absorption sets in, so the full line shape could not be seen.

## What the model leaves out

**Coulomb attraction.** This is the assumption that zinc breaks most plainly. Neutral zinc that emits a hole is left negatively charged and attracts the hole. The corresponding Bohr radius, for a static permittivity of 11.7, is 1.548 nm, only 2.7 times the decay length. With this attraction in both the bound and the free state, and \(E_i\) held at 0.30 eV, the computed peak moves to about \(1.3E_i\), or 0.39 eV, and is 2.5 times as high. The cross-section also no longer rises from zero: at threshold it is already about 1.7 times the zero-range peak, so the \((h\nu-E_i)^{3/2}\) law is lost. Taking half of that peak energy as the binding energy would give about 0.20 eV, roughly a third below the true 0.30 eV. The zero-range model suits better a centre that is neutral after emission, such as a singly negative centre losing an electron, provided its state is built from the band that receives the carrier. A level built from the valence band that emits an electron to the conduction band can have an allowed transition at the band edge; in a coupled two-band model it rises as \((h\nu-E_i)^{1/2}\), and its peak is not tied to \(2E_i\): in simple parabolic and Dirac-like two-band models it falls below \(2E_i\), and just above threshold when the level lies near the valence band.

**Finite core.** In a well of small radius \(b\), the outer part of \(\int u^2dr\) is \(A^2(1-2\kappa b)/2\kappa\). The inner part is \(A^2b/2\), because \(\sin^2\) averages to one half over a quarter wave. The sum is \(A^2(1-\kappa b)/2\kappa\), so to first order \(A^2\), and with it \(\sigma\), grows by the fraction \(\kappa b\) as long as \(kb\ll1\). At higher photon energies \(\sigma\) falls below (1), so that the total area stays fixed. The crossing depends on \(\kappa b\): it lies near \(kb=0.7\) for \(\kappa b=0.01\) and near \(kb=1.7\) for \(\kappa b=0.417\). A well with \(\kappa b=0.01\) gives a ratio of 1.010. For \(b=0.235\) nm, about one bond length, \(\kappa b=0.417\) is no longer small. The peak is then 1.58 times as high but stays at \(2.02E_i\). The Coulomb tail is absent from this comparison.

**Band structure.** At fixed \(E_i\), \(\sigma_{\max}\propto1/m\). Heavy-hole (\(0.49\,m_0\)) and light-hole (\(0.16\,m_0\)) masses give \(2.3\) and \(7.1\times10^{-17}\) cm². These masses are rough band-edge averages over direction (the average that sets \(\sigma_{\max}\) for a single warped band is nearer \(0.41\,m_0\) and \(0.15\,m_0\), giving \(2.8\) and \(7.6\times10^{-17}\) cm²); at the band edge the heavy one runs from about \(0.28\,m_0\) along [100] to \(0.72\,m_0\) along [111]. At a kinetic energy of 0.30 eV the heavy band along [110] is much flatter, with \(\hbar^2k^2/2E\) near \(2\,m_0\) in an empirical-pseudopotential band structure. The quadratic six-band model, stretched there to \(k\approx0.44\,(2\pi/a)\) with \(a\) the lattice constant, gives about \(3.3\,m_0\). Part of this gap is a difference of parameters: without spin–orbit coupling, the band-edge [110] mass is about \(2.7\,m_0\) in local pseudopotential bands and \(3.5\,m_0\) from the Luttinger parameters. If the bound state has the heavy mass and the free state the light one, the peak falls at \(5.2E_i\) in the length form and \(3.1E_i\) in the velocity form. The two disagree because no single one-band Hamiltonian contains both masses. Neither number is a prediction: they show only that bound and free states must come from one Hamiltonian. When they do, the several masses of the valence band move the peak little, although they change its height. For any single band with energy quadratic in \(\mathbf k\), the matrix element is the band velocity divided by \((h\nu)^2\), so the shape (5) and the peak at \(2E_i\) survive anisotropy exactly. A zero-range centre in the coupled heavy- and light-hole bands (four-band Luttinger Hamiltonian with silicon parameters) peaks near \(1.95E_i\), at about \(4.4\times10^{-17}\) cm². A kinetic energy of 0.30 eV also exceeds silicon's spin–orbit splitting of roughly 0.04 eV, so a single parabolic band is crude here, and the four-band model is outside its range as well. With the split-off band included (six bands), the peak lies near \(2.04E_i\), at about \(4.3\times10^{-17}\) cm². These models keep the bands quadratic in \(\mathbf k\) without limit. In a spin-free comparison, full non-parabolic bands in a finite zone lower the peak by about \(0.1E_i\) and raise its height by 10 to 40 %, depending on where \(k\) is cut off, so the last digits are not properties of silicon.

**Local field.** The Lorentz estimate \(F^2=[(n^2+2)/3]^2\) is 20.4. It assumes a point-like absorber, whereas this bound state has a mean radius \(1/2\kappa=0.28\) nm, with 57 % of its probability within one bond length and 81 % within two. The Coulomb tail or the finite well above raises the mean radius to about 0.4 nm and lowers the first fraction to 38 % or 33 %. It is neither point-like nor large against the lattice, which also makes the effective-mass picture crude. The absolute height is therefore uncertain by a large factor, but a constant \(F\) does not move the peak.

**Phonons and temperature.** Suppose the hole couples to phonons of 0.030 eV with a mean number of one phonon per transition (Huang–Rhys factor 1). Let \(E_i\) be the vertical optical energy, and smear \(\sigma/h\nu\) with a Gaussian of standard deviation \(0.030\,\text{eV}\sqrt{\coth(0.030\,\text{eV}/2k_BT)}\). This is 0.030 eV at 77 K and 0.041 eV at 300 K, and the peak moves to \(2.02E_i\) and \(2.03E_i\). In a one-band estimate without compensating dopants, and with 0.30 eV also as the thermal binding energy, heat empties about \(10^{-9}\) of the levels at 77 K and 5 % at 300 K. With silicon's larger valence-band density of states (about \(2.6\times10^{19}\) cm⁻³ at 300 K) and two holes per atom, so \(5\times10^{15}\) centres per cm³, the 300 K fraction is about 15 % if the degeneracy of the one-hole state is 1/2 to 2/3 of that of the two-hole state, and about 35 % if the two-hole ground state is non-degenerate and the one-hole state fourfold. With the phonon coupling assumed above, the thermal binding energy would be 0.27 eV rather than 0.30 eV, which raises these fractions to about 25 % and 53 %.

**Dipole approximation.** The photon wavevector in the crystal is \(0.006\,\kappa\) at the peak, so the field is nearly uniform across the bound state.

Since neutral zinc holds two holes, the cross-section per zinc atom would be twice the value per hole if the holes were independent. For this acceptor, then, (1) gives a broad band above the threshold, with a height that depends strongly on the poorly known \(F\). Neither its peak nor the straight-line plot of \(\sigma^{2/3}(h\nu)^2\) should be used to read off the binding energy, because the Coulomb tail spoils both. The numerical output below lists the main computed values.

## Numbers as computed

```
binding energy Ei: 0.30 eV
effective mass: 0.40 m0
refractive index: 3.4
static permittivity: 11.7
density of bound holes: 1.0e+16 cm^-3
decay length 1/kappa: 0.5635 nm
peak position from quadrature: 2.00000 Ei
peak photon energy: 0.6000 eV
peak wavelength: 2066 nm
peak cross-section (F=1): 2.854e-17 cm^2
peak absorption coefficient: 0.285 cm^-1
cross-section at 0.35 eV: 9.785e-18 cm^2
cross-section at 0.45 eV: 2.392e-17 cm^2
cross-section at 0.60 eV: 2.854e-17 cm^2
cross-section at 0.90 eV: 2.392e-17 cm^2
cross-section at 1.05 eV: 2.105e-17 cm^2
half maximum, lower: 1.244 Ei = 0.373 eV
half maximum, upper: 5.106 Ei = 1.532 eV
log slope near threshold: 1.499
log slope far above threshold: -1.500
oscillator strength sum: 1.000000
closure integral, kappa^2<z^2>: 0.166667
time-dependent/formula at 1.5 Ei: 0.99885
time-dependent/formula at 2.0 Ei: 0.99993
time-dependent/formula at 3.0 Ei: 1.00005
small well (kappa b=0.01)/formula at 2 Ei: 1.01006
Coulomb: acceptor Bohr radius: 1.548 nm
Coulomb: nu = 1/(kappa Bohr radius): 0.364
Coulomb: peak at 1.305 Ei = 0.391 eV
Coulomb: peak height/model peak: 2.527
core radius: 0.235 nm, kappa b = 0.417
core: peak at 2.021 Ei = 0.606 eV
core: peak height/model peak: 1.580
Lorentz local field, F^2: 20.43
peak sigma, mass 0.49 m0: 2.330e-17 cm^2
peak sigma, mass 0.16 m0: 7.136e-17 cm^2
heavy bound, light free: peak, length form: 5.172 Ei
heavy bound, light free: peak, velocity form: 3.127 Ei
phonon energy: 0.030 eV, Huang-Rhys factor: 1.0
77 K: phonon width (std dev): 0.0303 eV
77 K: peak at 2.017 Ei, height/model: 0.9987
77 K: thermally emptied fraction: 9.77e-10
300 K: phonon width (std dev): 0.0415 eV
300 K: peak at 2.032 Ei, height/model: 0.9975
300 K: thermally emptied fraction: 5.24e-02
photon wavevector/kappa at peak: 0.0058
k at peak/(2 pi/lattice constant): 0.153
```
